\section*{Breit, radiative and recoil shifts of the bound-electron g factor}

\section*{Setting}

An electron in the $1s$ state of a hydrogenlike atom answers to a weak uniform field $\mathbf B$ with a $g$ factor that differs from the free value $g_e=2(1+a)$. Here $a$ is the anomaly of the free electron, taken as known, with leading value $a=\alpha/2\pi$. The problem is to find the leading relative shift, its leading radiative correction and its leading recoil correction.

In the algebra $\hbar=m=e=1$ and $c=1/\alpha$. The electron has charge $-1$, the nucleus charge $Z$ and mass $M$, so $1/M$ stands for $m/M$. The potentials are $V=-Z/r$ and $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$; the electric field at the electron is $\mathbf E=\nabla V=Z\mathbf r/r^3$. The Bohr magneton is $\tfrac12$, so $g/2$ is the coefficient of $\mathbf s\cdot\mathbf B$ in the effective Hamiltonian, with $\mathbf s=\boldsymbol\sigma/2$. The nucleus is a point, and terms containing its spin (hyperfine coupling, nuclear Zeeman energy) are treated separately and left out.

\section*{(a) The spin Hamiltonian}

\textbf{Question.} An electron with an anomalous moment obeys the Dirac--Pauli Hamiltonian
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+V+\frac a2\Big[\beta\boldsymbol\Sigma\cdot\mathbf B-\frac ic\,\beta\boldsymbol\alpha\cdot\mathbf E\Big],\qquad \boldsymbol\pi=\mathbf p+\mathbf A .
\end{equation}
Find its spin terms through order $\alpha^2$. Why is the free anomaly enough for the leading radiative correction?

\textbf{Solution.} Write $H=\beta c^2+\mathcal E+\mathcal O$, where $\mathcal E=V+\frac a2\beta\boldsymbol\Sigma\cdot\mathbf B$ commutes with $\beta$, and $\mathcal O=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\mathcal O'$ with $\mathcal O'=-\frac{ia}{2c}\beta\boldsymbol\alpha\cdot\mathbf E$ anticommutes with it. Transform with $e^X$, $X=\beta\mathcal O/2c^2$. The commutators needed are
\begin{align}
[X,\beta c^2]&=-\mathcal O, & [X,\mathcal O]&=\beta\mathcal O^2/c^2,\nonumber\\
[X,[X,\mathcal O]]&=-\mathcal O^3/c^4, & [X,[X,[X,\mathcal O]]]&=-\beta\mathcal O^4/c^6,\\
[X,\mathcal E]&=\beta[\mathcal O,\mathcal E]/2c^2, & [X,[X,\mathcal E]]&=-[\mathcal O,[\mathcal O,\mathcal E]]/4c^4.\nonumber
\end{align}
In $e^XHe^{-X}=H+[X,H]+\frac12[X,[X,H]]+\dots$ the term $\mathcal O$ cancels. The quadratic term has weight $1-\frac12=\frac12$ and the quartic one $-\frac16+\frac1{24}=-\frac18$, so the even part is
\begin{equation}
\beta\Big(c^2+\frac{\mathcal O^2}{2c^2}-\frac{\mathcal O^4}{8c^6}\Big)+\mathcal E-\frac{[\mathcal O,[\mathcal O,\mathcal E]]}{8c^4}.
\label{fw}
\end{equation}
The odd remainder is of order $1/c$. Removing it by a second transformation changes the even part by its square over $2c^2$, which is of order $\alpha^4$. On the upper components $\beta=1$, and four pieces remain.

\emph{Moment and kinetic correction.} Since $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$, we have $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+\boldsymbol\sigma\cdot\mathbf B$. The quadratic term gives $\mathbf s\cdot\mathbf B$, to which $\mathcal E$ adds $a\,\mathbf s\cdot\mathbf B$. The quartic term gives $-\frac{\alpha^2}8\,2p^2\boldsymbol\sigma\cdot\mathbf B=-\frac{\alpha^2}2p^2\,\mathbf s\cdot\mathbf B$.

\emph{Ordinary spin--orbit term.} With $[\boldsymbol\alpha\cdot\boldsymbol\pi,V]=-i\boldsymbol\alpha\cdot\mathbf E$ and $\nabla\times\mathbf E=0$,
\begin{equation}
\boldsymbol\alpha\cdot\boldsymbol\pi\,\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\alpha\cdot\mathbf E\,\boldsymbol\alpha\cdot\boldsymbol\pi=-i\big(\nabla\cdot\mathbf E+2\boldsymbol\Sigma\cdot\mathbf E\times\boldsymbol\pi\big).
\label{comm}
\end{equation}
The double commutator in (\ref{fw}) therefore yields $\frac{\alpha^2}8(\nabla\cdot\mathbf E+2\boldsymbol\sigma\cdot\mathbf E\times\boldsymbol\pi)$, whose spin part is $\frac{\alpha^2}2\mathbf s\cdot(\mathbf E\times\boldsymbol\pi)$.

\emph{Anomalous spin--orbit term.} The cross term of $\mathcal O^2/2c^2$ is $\beta\{c\,\boldsymbol\alpha\cdot\boldsymbol\pi,\mathcal O'\}/2c^2$. Moving $\beta$ to the left turns the anticommutator into minus the difference in (\ref{comm}), and the result is $\frac{a\alpha^2}4(\nabla\cdot\mathbf E+2\boldsymbol\sigma\cdot\mathbf E\times\boldsymbol\pi)$. Its spin part is $a\alpha^2\,\mathbf s\cdot(\mathbf E\times\boldsymbol\pi)$.

\emph{Anomalous moment in motion.} Write $\boldsymbol\alpha=\gamma_5\boldsymbol\Sigma$ with $\gamma_5^2=1$ and $\gamma_5\beta=-\beta\gamma_5$. Then $[\boldsymbol\alpha\cdot\mathbf p,\beta\boldsymbol\Sigma\cdot\mathbf B]=-2\beta\gamma_5\,\mathbf p\cdot\mathbf B$, and a second commutator with $\boldsymbol\alpha\cdot\mathbf p$ gives $4\beta(\boldsymbol\Sigma\cdot\mathbf p)(\mathbf p\cdot\mathbf B)$. The factor $-\frac{\alpha^2}8\cdot\frac a2$ makes this $-\frac{a\alpha^2}2(\mathbf s\cdot\mathbf p)(\mathbf p\cdot\mathbf B)$.

Together,
\begin{equation}
H_s=\Big(1+a-\frac{\alpha^2p^2}2\Big)\mathbf s\cdot\mathbf B-\frac{a\alpha^2}2(\mathbf s\cdot\mathbf p)(\mathbf p\cdot\mathbf B)+(1+2a)\frac{\alpha^2}2\,\mathbf s\cdot(\mathbf E\times\boldsymbol\pi).
\label{hs}
\end{equation}

That $a$ suffices at order $\alpha(Z\alpha)^2$ follows by counting powers. The momentum dependence of the form factors does not act on the uniform field $\mathbf B$. In the field of the nucleus, that of both the electric and the magnetic form factor puts two more derivatives, hence two more powers of $\alpha$, on the spin--orbit term; the spin-independent contact terms do not change the coefficient of $\mathbf s\cdot\mathbf B$ in first order. New operators such as $(\nabla\cdot\mathbf E)\,\mathbf s\cdot\mathbf B$ carry $\alpha^4$ besides their radiative factor. Photons of atomic energy couple to the electric dipole, which commutes with $\mathbf s\cdot\mathbf B$; their effect on $g$ needs a further relativistic coupling. All these effects start no earlier than $\alpha(Z\alpha)^4$, apart from logarithms.

\section*{(b) The fixed nucleus}

\textbf{Question.} Average $H_s$ over the $1s$ state for $M\to\infty$, and find $g/g_e$.

\textbf{Solution.} For $\varphi=\sqrt{Z^3/\pi}\,e^{-Zr}$, $\nabla\varphi=-Z\hat{\mathbf r}\varphi$ gives $\langle p^2\rangle=Z^2$, and
$\langle1/r\rangle=4Z^3\int_0^\infty r\,e^{-2Zr}dr=Z$. By spherical symmetry $\langle p_ip_j\rangle=\delta_{ij}Z^2/3$. In the spin--orbit term $\mathbf r\times\mathbf p=\mathbf L$ gives zero on an $s$ state, but the field part of $\boldsymbol\pi$ survives:
\begin{equation}
\mathbf r\times\mathbf A=\tfrac12\big[r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)\big]\;\longrightarrow\;\tfrac12\Big(1-\tfrac13\Big)r^2\mathbf B=\tfrac13r^2\mathbf B ,
\label{ang}
\end{equation}
where the arrow is the average over angles. Hence
\begin{equation}
\frac g2=1+a+(Z\alpha)^2\Big[-\frac12-\frac a6+\frac{1+2a}6\Big]
=1+a-\frac{(Z\alpha)^2}3+\frac{a(Z\alpha)^2}6 .
\label{fixed}
\end{equation}
Second-order perturbation theory adds nothing at this order. The orbital Zeeman term $\frac12\mathbf B\cdot\mathbf L$ annihilates the $1s$ state, so it cannot combine with the spin--orbit coupling, and $\mathbf s\cdot\mathbf B$ does not connect different spatial states.

Dividing by $1+a$ and keeping terms linear in $a$,
\begin{equation}
\frac g{g_e}=1-\frac{(Z\alpha)^2}3+a(Z\alpha)^2\Big(\frac16+\frac13\Big)
=1-\frac{(Z\alpha)^2}3+\frac{\alpha(Z\alpha)^2}{4\pi}.
\end{equation}
The second term is the Breit shift. It combines the weakening of the moment by motion, $-\frac12$, with the spin--orbit energy induced by the field, $+\frac16$. The radiative term is positive for two reasons: binding raises the anomalous part of the moment by the relative amount $(Z\alpha)^2/6$, whereas the Breit term, quoted relative to the whole of $g_e$, counts this part as if it were reduced by $(Z\alpha)^2/3$.

\section*{(c) Letting the nucleus move}

\textbf{Question.} Which spin term does nuclear motion add? For a neutral atom, $Z=1$, find the state with no overall motion and the action of the kinetic momenta on it.

\textbf{Solution.} Let $\mathbf r=\mathbf r_1-\mathbf r_2$, $\boldsymbol\pi_1=\mathbf p_1+\mathbf A(\mathbf r_1)$ and $\boldsymbol\pi_2=\mathbf p_2-Z\mathbf A(\mathbf r_2)$. A nucleus with velocity $\mathbf v_2=\boldsymbol\pi_2/M$ produces at the electron the magnetic field $\alpha^2\mathbf v_2\times\mathbf E=\alpha^2Z\,\mathbf v_2\times\mathbf r/r^3$. The moment couples to it as to any field, so
\begin{equation}
H_{\rm oo}=-(1+a)\frac{\alpha^2Z}{M}\,\frac{\mathbf s\cdot(\mathbf r\times\boldsymbol\pi_2)}{r^3}.
\label{soo}
\end{equation}
The electric field induced by the changing nuclear vector potential is itself of order $\alpha^2$; in the spin--orbit term it gives order $\alpha^4$.

With a field present the total momentum is not conserved. For $Z=1$ consider instead
\begin{equation}
\mathbf K=\mathbf p_1-\mathbf A(\mathbf r_1)+\mathbf p_2+\mathbf A(\mathbf r_2).
\end{equation}
For a particle of charge $q$, $[p_j+qA_j,\,p_k-qA_k]=iq(\partial_jA_k+\partial_kA_j)=0$, because $\partial_jA_k$ is antisymmetric for a uniform field. So $\mathbf K$ commutes with $\boldsymbol\pi_1$, $\boldsymbol\pi_2$ and $\mathbf r$, and therefore with the Hamiltonian. Its components commute with one another because the total charge is zero, and $\mathbf K=0$ can be imposed.

Let $M_t=M+1$, $\mathbf R=(\mathbf r_1+M\mathbf r_2)/M_t$, and let $\mathbf P$ and $\mathbf p$ be conjugate to $\mathbf R$ and $\mathbf r$. Then
\begin{equation}
\mathbf p_1=\frac{\mathbf P}{M_t}+\mathbf p,\quad \mathbf p_2=\frac{M\mathbf P}{M_t}-\mathbf p,\quad
\mathbf r_1=\mathbf R+\frac{M\mathbf r}{M_t},\quad \mathbf r_2=\mathbf R-\frac{\mathbf r}{M_t}.
\end{equation}
Take $\psi=\exp[\tfrac{i\lambda}2\mathbf R\cdot(\mathbf B\times\mathbf r)]\,\varphi(\mathbf r)$, with a number $\lambda$ left free for use in part (e). On the phase, $\mathbf P$ gives $\frac\lambda2\mathbf B\times\mathbf r$ and $\mathbf p$ gives the extra term $-\frac\lambda2\mathbf B\times\mathbf R$. Acting on $\varphi$,
\begin{align}
\boldsymbol\pi_1&\to\;\;\,\mathbf p+\frac{\lambda+M}{M_t}\,\frac{\mathbf B\times\mathbf r}2+(1-\lambda)\frac{\mathbf B\times\mathbf R}2,\label{pi1}\\
\boldsymbol\pi_2&\to-\mathbf p+\frac{\lambda M+Z}{M_t}\,\frac{\mathbf B\times\mathbf r}2+(\lambda-Z)\frac{\mathbf B\times\mathbf R}2.\label{pi2}
\end{align}
Since $\mathbf K=\mathbf P-\frac12\mathbf B\times\mathbf r$, the condition $\mathbf K=0$ requires $\lambda=1$. For $Z=1$ the dependence on $\mathbf R$ then disappears:
\begin{equation}
\boldsymbol\pi_1\to\mathbf p+\mathbf A(\mathbf r),\qquad \boldsymbol\pi_2\to-\mathbf p+\mathbf A(\mathbf r).
\label{neutral}
\end{equation}
The canonical momentum $\mathbf P$ is not zero in this state, and this is what restores the full $\mathbf A(\mathbf r)$ in both lines.

\section*{(d) The recoil correction}

\textbf{Question.} Find $g$ for the neutral atom, and its term linear in $m/M$. What does recoil do to the radiative term?

\textbf{Solution.} By (\ref{neutral}) the kinetic energy is $p^2/2\mu+\frac12(1-\frac1M)\mathbf B\cdot\mathbf L+O(B^2)$, with $\mu=M/(M+1)$. The internal state is thus the $1s$ function with $Z$ replaced by $\mu Z$, so $\langle p^2\rangle=\mu^2Z^2$ and $\langle1/r\rangle=\mu Z$. The angular average (\ref{ang}) serves both the own-orbit term in (\ref{hs}) and the other-orbit term (\ref{soo}):
\begin{equation}
\frac g2=1+a+(Z\alpha)^2\Big[-\frac{\mu^2}2-\frac{a\mu^2}6+\frac{(1+2a)\mu}6-\frac{(1+a)\mu}{3M}\Big].
\label{closed}
\end{equation}
Set $a=0$ and expand with $\mu=1-1/M+\dots$. The terms linear in $1/M$ are $+1$ from the kinetic term, $-\frac16$ from the own orbit and $-\frac13$ from the other orbit:
\begin{equation}
\Big(\frac{\Delta g}{g_e}\Big)_{\rm rec}=(Z\alpha)^2\frac mM\Big(1-\frac16-\frac13\Big)=\frac{(Z\alpha)^2}2\,\frac mM .
\end{equation}
Recoil lowers the mean square momentum, so the moment is weakened less; the other two terms take back half of that gain. Inserting the reduced mass into the fixed-nucleus terms alone would give $\frac56$ instead of $\frac12$.

After division by $1+a$, the part of (\ref{closed}) linear in $a$ is the bracket's coefficient of $a$ minus the bracket at $a=0$:
\begin{equation}
a(Z\alpha)^2\Big[\frac{\mu^2}3+\frac\mu6\Big]=\frac{a(Z\alpha)^2}2\Big[1-\frac{5m}{3M}+\dots\Big].
\end{equation}
The mixed radiative--recoil term is therefore $5m/3M$ times the radiative one, with the opposite sign.

\section*{(e) A charged ion}

\textbf{Question.} Does the recoil result hold for $Z\ne1$?

\textbf{Solution.} Now (\ref{pi1}) and (\ref{pi2}) cannot both be free of $\mathbf R$. What must vanish is the coupling of internal motion to position in the kinetic energy, $\frac12\mathbf p\cdot(\mathbf B\times\mathbf R)\,[(1-\lambda)-(\lambda-Z)/M]$. This fixes
\begin{equation}
\lambda=\frac{M+Z}{M+1}=1+\frac{Z-1}{M+1}.
\end{equation}
The remaining $\mathbf B\times\mathbf R$ in the spin terms multiplies a function odd in $\mathbf r$ and averages to zero. Terms with the residual momentum $\mathbf P$ vanish for an ion at rest in the limit of zero field. The coefficients of $\frac12\mathbf B\times\mathbf r$ are $1+O(1/M^2)$ in (\ref{pi1}) and $1+2(Z-1)/M+\dots$ in (\ref{pi2}). The latter already carries a factor $1/M$, so the term linear in $m/M$ is unchanged.

At second order, for $a=0$, the kinetic, own-orbit and other-orbit parts of the coefficient of $(Z\alpha)^2(m/M)^2$ are
\begin{equation}
-\frac32+\frac Z6-\frac{2Z-3}3=-\frac{1+Z}2 .
\end{equation}
The ion's charge thus first shows at this order.

\section*{(f) The next term in $Z\alpha$}

\textbf{Question.} How large is the next term of the Breit shift?

\textbf{Solution.} For $a=0$ and a fixed nucleus the Dirac equation can be used without expansion. Let $\gamma=\sqrt{1-(Z\alpha)^2}$. The $1s$ spinor is $r^{-1}(G\Omega,\,iF\Omega')$ with $\Omega'=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega$, $G\propto r^\gamma e^{-Zr}$, $F=-\rho G$ and $\rho=(1-\gamma)/Z\alpha$. These functions solve the radial equations with energy $\gamma c^2$. The magnetic energy is $c\,\boldsymbol\alpha\cdot\mathbf A=\frac c2\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$. The average of $(\hat{\mathbf r}\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\hat{\mathbf r})=i[\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\sigma)-\boldsymbol\sigma]$ over angles is $-\frac{2i}3\boldsymbol\sigma$. For spin up the energy is then $-\frac{2c}3B\int rGF\,dr$, to be equated with $\frac g2\cdot\frac B2$. With $\langle r\rangle=(2\gamma+1)/2Z$ and $1+\rho^2=2/(1+\gamma)$,
\begin{equation}
\frac g2=\frac{4c}3\,\frac{\rho}{1+\rho^2}\,\frac{2\gamma+1}{2Z}=\frac{1+2\gamma}3=1-\frac{(Z\alpha)^2}3-\frac{(Z\alpha)^4}{12}-\dots
\end{equation}
Cut off after a few terms, the expansion is accurate only for small $Z\alpha$; in heavy ions the closed form is the better choice. It still describes a point nucleus. For $Z=82$, stopping at $(Z\alpha)^4$ errs by $2.5\times10^{-3}$ in $g/2$, while a uniformly charged nucleus of rms radius $5.5$~fm raises $g/2$ above the closed form by about $2.3\times10^{-4}$.

\section*{(g) Hydrogen}

\textbf{Question.} Evaluate the shifts for hydrogen, and for a free-spin splitting chosen as $10^{-4}$~eV.

\textbf{Solution.} The Bohr radius, $0.529$~\AA, sets the size of the atom. With the reduced mass, $\langle p^2/2m\rangle=13.59089$~eV and $\langle Z/r\rangle=27.19657$~eV; the rest energy is $mc^2=510998.95$~eV, and $m/M=5.44617\times10^{-4}$. The three terms of (\ref{closed}) at $a=0$ are
\begin{align}
-\frac{13.59089}{510998.95}&=-26.5967\ \text{ppm},\nonumber\\
+\frac{27.19657}{6\times510998.95}&=+8.8704\ \text{ppm},\\
-\frac{27.19657}{3\times510998.95}\,\frac mM&=-0.0097\ \text{ppm}.\nonumber
\end{align}
Their sum, $-17.7360$~ppm, contains the Breit and recoil shifts together. To separate them, use the fixed-nucleus value $\alpha^2/2=26.62568$~ppm and $\alpha/2\pi=0.0011614$:
\begin{align}
\text{Breit:}\quad&-\tfrac23\times26.62568=-17.7505\ \text{ppm},\nonumber\\
\text{radiative:}\quad&0.0011614\times26.62568=+0.0309\ \text{ppm},\\
\text{recoil:}\quad&5.44617\times10^{-4}\times26.62568=+0.0145\ \text{ppm}.\nonumber
\end{align}
The total is $-17.705$~ppm relative to $g_e$. The radiative and recoil corrections are both positive and together amount to $0.045$~ppm; nearly all of the shift is the Breit term. The next Breit term, $-\alpha^4/12=-0.0002$~ppm, does not alter the total at the digits quoted.

A free-spin splitting of $10^{-4}$~eV shrinks by $1.7705\times10^{-9}$~eV in the atom. Of the two corrections, the radiative one restores $3.09\times10^{-12}$~eV and the recoil one $1.45\times10^{-12}$~eV. Both are leading-order values, and the third digit of the radiative one is not secure: with the measured anomaly and the factor $1/(1+a)$ kept it becomes $3.08\times10^{-12}$~eV, and terms of order $\alpha(Z\alpha)^4$ are left out. These are changes of the electron's own Zeeman energy; the hyperfine structure of real hydrogen must be separated before they can be read from a spectrum.

Numerical values quoted here were computed with a short program.
